\section*{Recoupling three spins 1/2 and the two-dimensional representation of S3}

\section*{Question}

I am stuck on this exercise: ``For three spins $1/2$ with total spin $1/2$, find the $2\times2$ recoupling matrix and show that it generates the two-dimensional representation of $S_3$.''

I understand the first part as follows. I can couple spins 1 and 2 first and then add spin 3, or couple spins 2 and 3 first and then add spin 1. Each scheme gives two states, and the recoupling matrix $U$ connects them. My entries are $1/2$ and $\sqrt3/2$ in size, with one minus sign.

The second part does not work. My matrix satisfies $U^2=1$, so its powers give two matrices, whereas $S_3$ has six elements. I then added the matrix $D$ that exchanges spins 1 and 2. Multiplying $U$ and $D$ in all possible ways, I got twelve different matrices. Two is too few and twelve is too many. Did I get a sign wrong in $U$, or am I misreading the exercise?

\section*{Answer}

Your matrix is probably right, and so is your counting. The exercise is worded too loosely: a single matrix generates only its own powers, which all commute with one another, while the permutations in $S_3$ do not all commute. So $U$ alone cannot generate the representation, whatever the coupling order. What does generate it is the pair of matrices $D$ and $UDU$, which exchange spins 1 and 2 and spins 2 and 3. The twelve matrices come from a minus sign that can be traced.

\subsection*{The states and their phases}

I set $\hbar=1$ and write $u$ and $d$ for spin up and spin down, so that $udu$ means spins 1 and 3 up and spin 2 down. Coupling two spins gives $J=0$ or $J=1$. Adding the third gives total spin $1/2$ from $J=0$, and $1/2$ or $3/2$ from $J=1$. Total spin $1/2$ therefore occurs twice for each projection $M$. Define
\begin{equation}
a_J=|(12)J,3\rangle,\qquad b_J=|1,(23)J\rangle,\qquad J=0,1,
\end{equation}
all with total spin $1/2$. The order of the labels matters, because it fixes signs.

Take $M=+1/2$. The pair states needed are
\begin{equation}
|0,0\rangle=\frac{ud-du}{\sqrt2},\qquad
|1,1\rangle=uu,\qquad
|1,0\rangle=\frac{ud+du}{\sqrt2}.
\end{equation}
For $J=0$ the third spin must be up, which gives $a_0$ and $b_0$ at once. For $a_1$ write $\alpha|1,1\rangle d+\beta|1,0\rangle u$. A state with total spin $1/2$ and $M=1/2$ is annihilated by the total raising operator $S_+$. Since $S_+|1,0\rangle=\sqrt2\,|1,1\rangle$ and $S_+d=u$,
\begin{equation}
0=(\alpha+\sqrt2\,\beta)\,|1,1\rangle u
\quad\Rightarrow\quad \alpha=-\sqrt2\,\beta .
\end{equation}
Normalization gives $|\alpha|=\sqrt{2/3}$ and $|\beta|=\sqrt{1/3}$. The overall sign is a convention. The Condon--Shortley choice makes the coefficient positive when the \emph{first} angular momentum in the coupling has its largest projection. In $a_1$ the first one is the pair, so $\alpha>0$ and $\beta<0$. In $b_1$ the first one is spin 1, so the term with spin 1 up is positive:
\begin{equation}
b_1=\sqrt{\tfrac13}\,u\,|1,0\rangle_{23}-\sqrt{\tfrac23}\,d\,|1,1\rangle_{23}.
\end{equation}
Inserting the pair states,
\begin{align}
a_0&=\frac{udu-duu}{\sqrt2}, & a_1&=\frac{2uud-udu-duu}{\sqrt6},\\
b_0&=\frac{uud-udu}{\sqrt2}, & b_1&=\frac{uud+udu-2duu}{\sqrt6}.
\end{align}

\subsection*{The recoupling matrix}

Define $U_{JK}=\langle a_J|b_K\rangle$, so that $b_K=\sum_J a_J U_{JK}$. Multiplying the coefficients of $uud$, $udu$ and $duu$ in turn gives
\begin{align}
U_{00}&=\frac{0-1+0}{2}=-\frac12, &
U_{01}&=\frac{0+1+2}{\sqrt{12}}=\frac{\sqrt3}{2},\\
U_{10}&=\frac{2+1+0}{\sqrt{12}}=\frac{\sqrt3}{2}, &
U_{11}&=\frac{2-1+2}{6}=\frac12 .
\end{align}
With $s=\sqrt3/2$,
\begin{equation}
U=\begin{pmatrix}-\tfrac12&s\\ s&\tfrac12\end{pmatrix},
\qquad \det U=-\tfrac14-\tfrac34=-1 .
\end{equation}
The matrix for $M=-1/2$ is the same. The lowering operator $S_-$ takes each state to its partner, and on $M=1/2$ states of total spin $1/2$ one has $S_+S_-=S^2-S_z^2+S_z=\tfrac34-\tfrac14+\tfrac12=1$, so overlaps are unchanged.

The Wigner $6j$ symbol is this same overlap with square roots and a sign taken out. For total spin $S$,
\begin{equation}
U_{JK}=(-1)^{j_1+j_2+j_3+S}\sqrt{(2J+1)(2K+1)}
\begin{Bmatrix}j_1&j_2&J\\ j_3&S&K\end{Bmatrix}.
\end{equation}
Here all four spins are $1/2$, so the exponent is 2 and the sign is $+1$. Dividing $U_{JK}$ by the square root, which is $1$, $\sqrt3$ or $3$, gives the symbols
\begin{equation}
-\tfrac12\ (J=K=0),\qquad \tfrac12\ (J\ne K),\qquad \tfrac16\ (J=K=1).
\end{equation}

Since $U$ is real, symmetric and orthogonal, $U^2=UU^T=1$. This is your first observation: $U$ is a reflection of the plane, and alone it generates the two-element group $\{1,U\}$.

\subsection*{Permutations as matrices}

A permutation $P$ of the spins commutes with the total spin operators. It therefore maps the two-dimensional space with total spin $1/2$ and fixed $M$ into itself. Its matrix $R(P)$ is defined by
\begin{equation}
P a_K=\sum_J a_J R_{JK}(P),\qquad R(PQ)=R(P)R(Q).
\end{equation}
The second relation follows by applying $Q$ and then $P$. It says that these matrices form a representation of $S_3$. It remains to find them.

Exchanging two spins changes the sign of their singlet and leaves their triplet alone. Let $P_{ij}$ exchange spins $i$ and $j$. Then $P_{12}a_0=-a_0$ and $P_{12}a_1=a_1$, so
\begin{equation}
R(P_{12})=D=\begin{pmatrix}-1&0\\0&1\end{pmatrix}.
\end{equation}
In the same way $P_{23}b_0=-b_0$ and $P_{23}b_1=b_1$. The exchange $P_{23}$ is thus diagonal in the $b$ basis, and $U$ carries it to the $a$ basis:
\begin{equation}
\langle a_J|P_{23}|a_L\rangle=\sum_K\langle a_J|b_K\rangle D_{KK}\langle b_K|a_L\rangle
=(UDU^T)_{JL}=(UDU)_{JL}.
\end{equation}
This is the role of recoupling in the problem: $U$ changes the basis between two exchanges that cannot both be diagonal. Multiplying out,
\begin{equation}
DU=\begin{pmatrix}\tfrac12&-s\\ s&\tfrac12\end{pmatrix},\qquad
B\equiv UDU=\begin{pmatrix}-\tfrac14+s^2&\tfrac s2+\tfrac s2\\[2pt]
\tfrac s2+\tfrac s2&-s^2+\tfrac14\end{pmatrix}
=\begin{pmatrix}\tfrac12&s\\ s&-\tfrac12\end{pmatrix}.
\end{equation}

\subsection*{Six matrices, and no more}

Both generators square to one: $D^2=1$ and $B^2=UDU\,UDU=UD^2U=1$. Their products are
\begin{equation}
DB=\begin{pmatrix}-\tfrac12&-s\\ s&-\tfrac12\end{pmatrix},\quad
BD=\begin{pmatrix}-\tfrac12&s\\-s&-\tfrac12\end{pmatrix},\quad
DBD=\begin{pmatrix}\tfrac12&-s\\-s&-\tfrac12\end{pmatrix}.
\end{equation}
A rotation by $\theta$ has the form $\begin{pmatrix}\cos\theta&-\sin\theta\\ \sin\theta&\cos\theta\end{pmatrix}$, so $DB$ is a rotation by $120^\circ$ and $(DB)^3=1$.

Because $D^2=B^2=1$, any product of generators reduces to an alternating string of $D$ and $B$. From $(DB)^3=(DBD)(BDB)=1$, and because $BDB$ is its own inverse, $DBD=BDB$. A string of four letters then shortens: $DBDB=(DB)^2=(DB)^{-1}=BD$, and likewise $BDBD=DB$. The complete list is
\begin{equation}
1,\quad D,\quad B,\quad DB,\quad BD,\quad DBD .
\end{equation}
The six matrices are visibly different. The exchanges $P_{12}$ and $P_{23}$ generate all six permutations, so each permutation has its own matrix, and the representation is faithful.

To see that it is irreducible, suppose that $X=\begin{pmatrix}p&q\\r&t\end{pmatrix}$ commutes with both generators. Then
\begin{equation}
DX=\begin{pmatrix}-p&-q\\r&t\end{pmatrix}=XD=\begin{pmatrix}-p&q\\-r&t\end{pmatrix}
\quad\Rightarrow\quad q=r=0 .
\end{equation}
With $X$ diagonal, the upper right entry of $XB=BX$ reads $ps=ts$, so $p=t$ and $X$ is a multiple of the identity. If some line were invariant under these orthogonal matrices, the projector onto it would commute with all of them without being a multiple of the identity. There is no such line.

The traces are $2$ for the identity, $0$ for the three exchanges and $-1$ for the two cycles. Their squares add to $4+0+2=6$, the order of the group, as they must for an irreducible representation. It is \emph{the} two-dimensional one, up to a change of basis. The squared dimensions of the irreducible representations of a finite group add up to its order, and $S_3$ also has the trivial and the sign representation, so $1+1+2^2=6$ leaves no room for another.

\subsection*{Where your twelve matrices come from}

Exchange spins 1 and 3 in the explicit states. This turns $uud$ into $duu$ and back, and leaves $udu$ alone:
\begin{align}
P_{13}a_0&=\frac{udu-uud}{\sqrt2}=-b_0,\\
P_{13}a_1&=\frac{2duu-udu-uud}{\sqrt6}=-b_1 .
\end{align}
Hence $b_K=-P_{13}a_K$, and
\begin{equation}
U=-R(P_{13}).
\end{equation}
This agrees with $DBD=-U$ above, since $P_{12}P_{23}P_{12}=P_{13}$. The recoupling matrix is \emph{minus} a matrix of the representation.

The group generated by $U$ and $D$ contains $D$ and $UDU$, hence all six matrices $R$. It also contains $U\,R(P_{13})=-R(P_{13})^2=-1$, hence all six matrices $-R$. The two sets do not overlap: if they did, $-1$ would be one of the matrices $R$, but its trace is $-2$, which is not on the list of traces. There are no others: $D$ and $U=-R(P_{13})$ both have the form $\pm R$, and a product of such matrices has this form again. That makes exactly twelve. You can see the same thing in $DU$, a rotation by $60^\circ$, where $S_3$ has room for rotations by multiples of $120^\circ$.

The sign is a matter of convention. If both $b$ states are redefined with the opposite sign, $U$ becomes $-U=R(P_{13})$, and this matrix together with $D$ generates the six matrices. The set $\{D,UDU^T\}$ is safer. Changing the sign of $b_K$ changes the sign of column $K$ of $U$, and this sign enters $UDU^T$ twice, so it cancels for either state or both. The shorter form $UDU$ needs a symmetric $U$. It survives a common sign, but if only one $b$ state changes sign the recoupling matrix becomes $\pm V$, with $V$ the rotation of the next section, and $VDV=D$ is not the exchange of spins 2 and 3.

\subsection*{A coupling order that gives a rotation}

Suppose you couple cyclically, with the pair written first: $c_J=|(23)J,1\rangle$. Interchanging the two partners in a coupling of $j$ and $j'$ to $S$ gives a factor $(-1)^{j+j'-S}$. Here it is $(-1)^{J+1/2-1/2}=(-1)^J$, so $c_0=b_0$ and $c_1=-b_1$. The second column of $U$ changes sign:
\begin{equation}
V_{JK}=\langle a_J|c_K\rangle,\qquad
V=\begin{pmatrix}-\tfrac12&-s\\ s&-\tfrac12\end{pmatrix}=DB .
\end{equation}
This recoupling matrix is a rotation by $120^\circ$. It represents the cycle that moves the spin in place 1 to place 2, 2 to 3, and 3 to 1, which turns $|(12)J,3\rangle$ into $|(23)J,1\rangle$ with no extra sign. By itself $V$ generates three matrices, still not $S_3$. Together with $D$ it generates all six, because $DV=D^2B=B$. In this order the exercise becomes true once ``together with the exchange of spins 1 and 2'' is added.

\subsection*{A use for it: three coupled spins}

Take a model triangle with
\begin{equation}
H=J_{12}\,\mathbf S_1\!\cdot\!\mathbf S_2+J_{23}\,\mathbf S_2\!\cdot\!\mathbf S_3+J_{13}\,\mathbf S_1\!\cdot\!\mathbf S_3 .
\end{equation}
For a pair with spin $J$, $\mathbf S_i\!\cdot\!\mathbf S_j=\tfrac12[J(J+1)-\tfrac32]$, which is $-\tfrac34$ for the singlet and $\tfrac14$ for the triplet. Both values are reproduced by $\mathbf S_i\!\cdot\!\mathbf S_j=\tfrac12P_{ij}-\tfrac14$. With $\Sigma=J_{12}+J_{23}+J_{13}$, the Hamiltonian for total spin $1/2$ in the $a$ basis is
\begin{equation}
H=-\frac{\Sigma}{4}+\frac12\left(J_{12}D+J_{23}B-J_{13}U\right)
=-\frac{\Sigma}{4}+\begin{pmatrix}x&y\\y&-x\end{pmatrix},
\end{equation}
\begin{equation}
x=\frac{J_{23}+J_{13}-2J_{12}}{4},\qquad y=\frac{\sqrt3}{4}(J_{23}-J_{13}).
\end{equation}
The last matrix has eigenvalues $\pm\sqrt{x^2+y^2}\equiv\pm R/2$, so
\begin{align}
R^2&=4x^2+4y^2=\left(J_{12}-\tfrac{J_{23}+J_{13}}2\right)^2+\tfrac34(J_{23}-J_{13})^2\notag\\
&=J_{12}^2+J_{23}^2+J_{13}^2-J_{12}J_{23}-J_{12}J_{13}-J_{23}J_{13},\\
E_\pm&=-\frac{\Sigma}{4}\pm\frac R2 .
\end{align}
If $J_{12}>0$ acts alone, then $R=J_{12}$ and the energies are $-\tfrac34J_{12}$ and $\tfrac14J_{12}$, those of an isolated pair.

Now choose $J_{12}=0.010$, $J_{23}=0.007$ and $J_{13}=0.002$ eV. Then $\Sigma=0.019$ eV, $x=-0.00275$ eV and $y=0.002165$ eV. In units of $10^{-6}\ \mathrm{eV}^2$,
\begin{equation}
R^2=100+49+4-70-20-14=49,\qquad R=0.007\ \mathrm{eV}.
\end{equation}
The energies are $-0.00475\pm0.0035$ eV, that is $-0.00825$ and $-0.00125$ eV. For total spin $3/2$ every exchange equals $+1$, and the energy is $\Sigma/4=0.00475$ eV.

The ground state $v_0a_0+v_1a_1$ obeys the first row of the eigenvalue equation, in eV:
\begin{equation}
(-0.00750+0.00825)\,v_0+0.002165\,v_1=0
\quad\Rightarrow\quad v_1=-0.3464\,v_0 .
\end{equation}
Normalized, $v=(0.9449,-0.3273)$. The probability of finding spins 1 and 2 in a singlet is $w_{12}=v_0^2=0.893$. For spins 2 and 3 the recoupling matrix gives the amplitude without a new diagonalization:
\begin{equation}
\langle b_0|\psi\rangle=\sum_JU_{J0}v_J=-\tfrac12(0.9449)+0.8660(-0.3273)=-0.7559,
\end{equation}
so $w_{23}=0.571$.

The third probability follows from $D+B-U=0$, which you can check entry by entry: the three exchanges add to zero in this space. Since $w_{ij}=\langle1-P_{ij}\rangle/2$, the three probabilities add to $3/2$, and $w_{13}=1.5-0.893-0.571=0.036$. A sum above 1 is no contradiction. Singlets on different pairs are not mutually exclusive outcomes, as the overlap $\langle a_0|b_0\rangle=-\tfrac12$ shows.

When the three couplings are equal, $H$ commutes with $D$ and $B$. By the irreducibility argument it is then a multiple of the identity, so the two levels must coincide. Indeed $R=0$, and for $0.010$ eV both lie at $-0.0075$ eV. Unequal couplings split them, because
\begin{equation}
R^2=\tfrac12\left[(J_{12}-J_{23})^2+(J_{23}-J_{13})^2+(J_{13}-J_{12})^2\right].
\end{equation}
The $2\times2$ treatment relies on $H$ conserving the total spin. A magnetic field that differs from site to site, for example, can mix in total spin $3/2$. If all local fields point along one axis, $M$ is still conserved and the states with $M=\pm1/2$ form $3\times3$ blocks; if they do not, all eight states can be coupled. The numerical check compares the energies and singlet probabilities above with a diagonalization of the full $8\times8$ exchange Hamiltonian (without any field), and counts the matrices generated by each set.

\section*{Computed results}
\begin{verbatim}
states with total spin 1/2: 4, with 3/2: 4
6j symbols, rows J12 = 0, 1, columns J23 = 0, 1: [-0.500000, 0.500000] [0.500000, 0.166667]
recoupling matrix U: [-0.500000, 0.866025] [0.866025, 0.500000]
determinant of U: -1.000000
P12 in the a basis: [-1.000000, 0.000000] [0.000000, 1.000000]
P23 in the a basis: [0.500000, 0.866025] [0.866025, -0.500000]
P13 in the a basis: [0.500000, -0.866025] [-0.866025, -0.500000]
cyclic recoupling matrix V: [-0.500000, -0.866025] [0.866025, -0.500000]
number of matrices generated by U alone: 2
number of matrices generated by U and D: 12
number of matrices generated by D and UDU: 6
number of matrices generated by V alone: 3
number of matrices generated by V and D: 6
characters: identity 2.000, exchange 0.000, cycle -1.000
sum of squared characters: 6.000
dimension of commuting matrices: 1
rotation angle of DU: 60.0 degrees
rotation angle of V: 120.0 degrees
couplings J12, J23, J13: 0.010, 0.007, 0.002 eV
doublet Hamiltonian in the a basis (eV): [-0.007500, 0.002165] [0.002165, -0.002000]
R: 0.007000 eV
lower doublet energy: -0.008250 eV
upper doublet energy: -0.001250 eV
quartet energy: 0.004750 eV
ground amplitudes on a_0, a_1: 0.944911, -0.327327
ground amplitudes on b_0, b_1: -0.755929, 0.654654
singlet weight of pair 12: 0.892857
singlet weight of pair 23: 0.571429
singlet weight of pair 13: 0.035714
sum of the three weights: 1.500000
equal couplings 0.010 eV, doublet energies: -0.007500, -0.007500 eV
\end{verbatim}
